# Plane-Wave Computation of the TM Gap of a Rod Lattice

## A standing wave with two choices

Place one dielectric rod at the centre of each cell of a square lattice of period $a$, and consider a field $E$ along the rods that is proportional to either $\cos(\pi x/a)$ or $\sin(\pi x/a)$. In a uniform medium the two have the same frequency. In the lattice they do not: the cosine is largest at the rod centre, the sine vanishes there.

To find the splitting we need the wave equation. For fields varying as $e^{-i\omega t}$ in a non-magnetic medium,
$$\nabla\times\mathbf E=i\omega\mu_0\mathbf H,\qquad \nabla\times\mathbf H=-i\omega\epsilon_0\varepsilon(\mathbf r)\mathbf E .$$
Let $\mathbf E=E(x,y)\hat{\mathbf z}$, the polarization called TM here. Then $\nabla\cdot\mathbf E=\partial_zE=0$, so $\nabla\times\nabla\times\mathbf E=-\nabla^2\mathbf E$. Taking the curl of the first equation and using $\epsilon_0\mu_0=1/c^2$ gives
$$-\nabla^2E=\frac{\omega^2}{c^2}\,\varepsilon(\mathbf r)E. \tag{1}$$

Multiply by $E^*$ and average over a cell, written $\langle\cdot\rangle$. For Bloch fields the boundary terms of the integration by parts cancel, and
$$\frac{\omega^2}{c^2}=\frac{\langle|\nabla E|^2\rangle}{\langle\varepsilon|E|^2\rangle}. \tag{2}$$
For both trial fields the numerator is $\tfrac12(\pi/a)^2$. Since $\cos^2$ and $\sin^2$ of $\pi x/a$ equal $\tfrac12[1\pm\cos(2\pi x/a)]$, the denominator is $\tfrac12(\langle\varepsilon\rangle\pm\varepsilon_1)$ with $\varepsilon_1=\langle\varepsilon\cos(2\pi x/a)\rangle$. In terms of the normalized frequency $\nu=\omega a/(2\pi c)$,
$$\nu_\pm=\frac{1}{2\sqrt{\langle\varepsilon\rangle\pm\varepsilon_1}} .$$
For rods of radius $R=0.2a$, $\cos(2\pi x/a)$ is positive throughout the rod, while the uniform air background averages to zero. Hence $\varepsilon_1>0$, and the cosine has the lower frequency. This two-wave estimate opens a gap at one wavevector. A complete gap must survive at every in-plane wavevector, and that requires more waves.

## The matrix problem

Measure the Bloch vector $\mathbf k$ and the reciprocal-lattice vectors $\mathbf G=(m,n)$ in units of $2\pi/a$, and write
$$E(\mathbf r)=\sum_{\mathbf G}E_{\mathbf G}\,e^{2\pi i(\mathbf k+\mathbf G)\cdot\mathbf r/a},\qquad \varepsilon(\mathbf r)=\sum_{\mathbf G}\varepsilon_{\mathbf G}\,e^{2\pi i\mathbf G\cdot\mathbf r/a}.$$
Insert both in (1), multiply by $e^{-2\pi i(\mathbf k+\mathbf G)\cdot\mathbf r/a}$ and average over the cell. Orthogonality leaves on the right the products whose vectors add to $\mathbf G$. A common factor $(2\pi/a)^2$ cancels:
$$|\mathbf k+\mathbf G|^2E_{\mathbf G}=\nu^2\sum_{\mathbf G'}\varepsilon_{\mathbf G-\mathbf G'}E_{\mathbf G'},\qquad\text{or}\qquad A\mathbf E=\nu^2B\mathbf E. \tag{3}$$

The rods have permittivity $\varepsilon=8.9$ and fill the fraction $f=\pi R^2/a^2=0.1257$. With $Q=2\pi|\mathbf G|/a$, the disc integral is
$$\frac1{a^2}\int_0^R r\,dr\int_0^{2\pi}e^{-iQr\cos\theta}d\theta=\frac{2\pi}{a^2}\int_0^R rJ_0(Qr)\,dr=\frac{2\pi R}{a^2Q}J_1(QR),$$
because $\frac{d}{dr}[rJ_1(Qr)]=Qr\,J_0(Qr)$. Setting $x=QR$,
$$\varepsilon_{\mathbf G}=\delta_{\mathbf G,0}+(\varepsilon-1)\,f\,\frac{2J_1(x)}{x}, \tag{4}$$
where $2J_1(x)/x\to1$ at $x=0$. The coefficients are real because the rod is centred on the origin.

For any coefficient vector $\mathbf v$ representing a field $v(\mathbf r)$, $\mathbf v^\dagger B\mathbf v=\langle\varepsilon|v|^2\rangle$ lies between $\mathbf v^\dagger\mathbf v$ and $8.9\,\mathbf v^\dagger\mathbf v$. So $B$ is positive definite and well conditioned at every basis size; with 289 waves its eigenvalues run from 1.0000 to 8.9000. A material with negative permittivity would break this property, and with it the bounds derived below.

**Algorithm.**

1. Choose a cutoff $M$ and list all $\mathbf G=(m,n)$ with $|m|,|n|\le M$. There are $N=(2M+1)^2$ of them.
2. Build $B$ once from (4).
3. For each $\mathbf k$, form the diagonal matrix $A$ and find the lowest eigenvalues of (3) with a symmetric-definite solver.
4. Scan the triangle with corners $\Gamma=(0,0)$, $X=(\tfrac12,0)$ and $M=(\tfrac12,\tfrac12)$, which the symmetry of the square maps onto the whole zone. (The corner $M$ is a point of the zone, not the cutoff $M$ of step 1.) Record the maximum of band 1 and the minimum of band 2.
5. Recompute these two edges with larger cutoffs.

Dense storage grows as $N^2$ and the work as $N^3$, that is, as $M^6$.

A limit checks the assembly. As $k\to0$ on the lowest band, the rows with $\mathbf G\neq0$ give $E_{\mathbf G}\approx\nu^2\varepsilon_{\mathbf G}E_0/|\mathbf G|^2$ to leading order, with corrections of relative order $k$, chiefly from replacing $|\mathbf k+\mathbf G|^2$ by $|\mathbf G|^2$. These amplitudes are of order $k^2$. The row $\mathbf G=0$ then reads $k^2E_0=\nu^2[\langle\varepsilon\rangle+O(k^2)]E_0$, so
$$\nu\to k/\sqrt{\langle\varepsilon\rangle},\qquad\langle\varepsilon\rangle=1+7.9\times0.1257=1.993 .$$
The predicted index is 1.4116; the solver gives 1.4117 at $\mathbf k=(0.01,0)$.

## Error of the truncated basis

**Sign.** By the min-max principle, the $n$-th eigenvalue of (3) is the smallest possible value, over all $n$-dimensional trial spaces, of the largest quotient (2) in that space. A finite basis restricts the choice of spaces. Each computed frequency is therefore an upper bound, apart from rounding error, and cannot rise when the basis is enlarged. Both gap edges are bounded from above; the width, being a difference, is bounded on neither side.

**Order.** At a rod surface $E$ and its gradient are continuous, but $\varepsilon E$ jumps. The Fourier coefficients of a function with a jump on a circle fall as $G^{-3/2}$, as (4) shows through $J_1(x)\sim x^{-1/2}$. Equation (3) divides them by $|\mathbf k+\mathbf G|^2$, so $E_{\mathbf G}\sim G^{-7/2}$.

Let $P$ truncate to the basis and let $\lambda_j=\nu_j^2$ be the true eigenvalues, with modes $\mathbf E_j$ normalized by $\mathbf E_i^\dagger B\mathbf E_j=\delta_{ij}$. In this paragraph $A$ and $B$ are the untruncated operators. Take $\mathbf u=\sum_{j\le n}c_j\mathbf E_j$ with $\sum|c_j|^2=1$, use $P\mathbf u$ as trial vector, and call $\mathbf t=\mathbf u-P\mathbf u$ the lost tail. Expanding $P\mathbf u=\mathbf u-\mathbf t$,
$$(P\mathbf u)^\dagger(A-\lambda_nB)P\mathbf u=\sum_j|c_j|^2(\lambda_j-\lambda_n)+2\,\mathrm{Re}\sum_jc_j(\lambda_n-\lambda_j)\mathbf t^\dagger B\mathbf E_j+\mathbf t^\dagger(A-\lambda_nB)\mathbf t .$$
The first sum is not positive. In the second, $B\mathbf E_j=A\mathbf E_j/\lambda_j$, so each term is a tail sum of $|\mathbf k+\mathbf G|^2$ times two coefficients (at $X$ and $M$ all $\lambda_j>0$). The third is at most $\mathbf t^\dagger A\mathbf t$, a sum of the same kind. Dividing by $(P\mathbf u)^\dagger BP\mathbf u\to1$, the excess of the quotient over $\lambda_n$ is at most of order
$$\sum_{|\mathbf G|>M}G^2\,(G^{-7/2})^2\sim\int_M^\infty G\,dG\;G^{-5}\propto M^{-3}. \tag{5}$$
The error in $\nu^2$ thus falls at least as fast as $M^{-3}$, or $N^{-3/2}$.

The computed edges are:

| $M$ | $N$ | band 1 at $M$ | band 2 at $X$ |
|---|---|---|---|
| 4 | 81 | 0.322505 | 0.442765 |
| 8 | 289 | 0.322410 | 0.442550 |
| 16 | 1089 | 0.322397 | 0.442523 |

If the error is $CM^{-p}$, successive differences of $\nu^2$ have the ratio $2^p$. For the lower edge,
$$\frac{0.322505^2-0.322410^2}{0.322410^2-0.322397^2}\approx7.3,\qquad p\approx2.9 .$$
The unrounded data give 2.88 for the lower edge and 2.97 for the upper. With $p=3$, the error at $M=8$ is eight times that at $M=16$, so the shift between them is seven times the remaining error. The shifts $1.3\times10^{-5}$ and $2.7\times10^{-5}$ leave about $2\times10^{-6}$ and $4\times10^{-6}$ in $\nu$. These are estimates, not bounds.

## Why the reciprocal permittivity converges slowly

With $\mathbf v=A^{1/2}\mathbf E$, (3) becomes $A^{1/2}B^{-1}A^{1/2}\mathbf v=\nu^2\mathbf v$. It is tempting to avoid the inverse by replacing $B^{-1}$ with the matrix of Fourier coefficients of $1/\varepsilon$. In an infinite basis the two agree; after truncation they do not. For $\mathbf w$ in the basis,
$$\mathbf w^\dagger B^{-1}\mathbf w=\max_{\mathbf y\in P}\,[2\,\mathrm{Re}\,\mathbf y^\dagger\mathbf w-\mathbf y^\dagger\varepsilon\mathbf y]\le\max_{\text{all }\mathbf y}\,[2\,\mathrm{Re}\,\mathbf y^\dagger\mathbf w-\mathbf y^\dagger\varepsilon\mathbf y]=\mathbf w^\dagger\varepsilon^{-1}\mathbf w,$$
where $\varepsilon$ acts as multiplication by $\varepsilon(\mathbf r)$. At equal basis size the $1/\varepsilon$ version therefore never gives a lower eigenvalue than (3), which is already too high.

Its order is also worse. Now $A^{1/2}\mathbf v=A\mathbf E=\nu^2B\mathbf E$ represents a field that jumps, so $v_{\mathbf G}\sim G^{-5/2}$. The corresponding tail estimate is $\int_M^\infty G\,dG\,G^2G^{-5}\propto M^{-1}$. The measured orders are 1.28 and 0.76, on either side of 1; the reason for the scatter was not examined. With 1089 waves this version gives edges of 0.327653 and 0.448459, too high by 1.6 % and 1.3 % relative to (3) at the same size. Equation (3) does far better with 81 waves.

## The gap and its origin

A scan of 153 points of the triangle, with $M=5$, puts the top of band 1 at the zone corner $M$ and the bottom of band 2 at $X$. Sixty random points of the full zone gave no band-1 frequency above, and no band-2 frequency below, these edges in the same basis. The complete TM gap is
$$0.3224<\nu<0.4425,$$
with middle 0.3825 and a width of 31.4 % of the middle. This is sampled evidence, not a proof for every $\mathbf k$, and it says nothing about the other polarization.

An independent calculation replaces $\nabla^2$ in (1) by second differences on a real-space grid, with $\varepsilon$ averaged over each grid cell. Grids of 48 and 96 points per period are combined as $(4\nu_{96}-\nu_{48})/3$, which cancels an error proportional to the square of the spacing. It gives 0.3224 for band 1 at $M$ and 0.4426 for band 2 at $X$.

The role of the rods follows from a derivative. Let $F=dB/d\varepsilon$, the matrix of the function equal to 1 in the rod and 0 outside. Differentiating $\mathbf E^\dagger(A-\nu^2B)\mathbf E=0$, the terms with $d\mathbf E$ vanish by (3), leaving
$$2\nu\frac{d\nu}{d\varepsilon}\,\mathbf E^\dagger B\mathbf E+\nu^2\,\mathbf E^\dagger F\mathbf E=0 .$$
The share of electric energy in the rods is $U=\varepsilon\,\mathbf E^\dagger F\mathbf E/\mathbf E^\dagger B\mathbf E$, so
$$\frac{d\nu}{d\varepsilon}=-\frac{\nu U}{2\varepsilon}. \tag{6}$$
At the lower edge $U=0.916$, at the upper edge 0.330. The slopes are $-0.01659$ and $-0.00821$, and finite differences in $\varepsilon$ confirm them. Raising $\varepsilon$ from 8.9 thus lowers band 1 at $M$ faster than band 2 at $X$, and the gap widens. Band 2 at $X$ has a node at the rod centre, like the sine of the opening example, and therefore a small share. The agreement is qualitative: the plain sine would have a share of only about 0.17.

## Attenuation inside the gap

At a real frequency in the gap the wavevector is complex. For $\mathbf k=(\kappa,0)$, (3) becomes a quadratic eigenproblem,
$$\big[\kappa^2+2\kappa G_x+|\mathbf G|^2-\nu^2B\big]\mathbf E=0 .$$
Taking $(\mathbf E,\kappa\mathbf E)$ as unknown makes it an ordinary eigenproblem of twice the size. At mid-gap the least-damped wave has $\kappa=0.5000+0.1343i$, and the real-space grid gives the same digits. Each row multiplies the amplitude by $e^{-2\pi\times0.1343}=0.43$, a loss of 7.33 dB. Five rows would give about 37 dB from this decay alone; for a plane wave at normal incidence on a five-row slab, the effect of the two faces brings the loss to about 31 dB. These figures hold for propagation along $\Gamma X$ at mid-gap; at the band edge that limits the gap in a given direction, the damping goes to zero.

## Alumina rods at microwave frequencies

Take $a=10$ mm and $R=2$ mm, so that $c/a=29.979$ GHz. The edges are
$$0.3224\times29.979=9.67\ \text{GHz},\qquad0.4425\times29.979=13.27\ \text{GHz}.$$

Two metal plates a distance $h=3$ mm apart can realize the two-dimensional model. A $z$-uniform field along the rods meets ideal plates at right angles, as required, whereas a $z$-uniform in-plane electric field is forbidden. All other modes vary at least as fast as $\cos(\pi z/h)$ or $\sin(\pi z/h)$. For them
$$\frac{\omega^2}{c^2}=\frac{\int\varepsilon^{-1}|\nabla\times\mathbf H|^2}{\int|\mathbf H|^2}\ge\frac1{8.9}\Big(\frac\pi h\Big)^2,$$
because $\nabla\cdot\mathbf H=0$ turns $\int|\nabla\times\mathbf H|^2$ into $\int|\nabla\mathbf H|^2$ when the fields are continued by their mirror images. Hence $\omega/(2\pi)\ge c/(2h\sqrt{8.9})=16.75$ GHz, above the gap. A vector calculation at five wavevectors finds the lowest such mode near 23.6 GHz. This value still rises with the cutoff, by 0.04 GHz from $M=4$ to 7 and by about as much again up to $M=13$, so its last digit is uncertain.

Real structures depart from the model as follows; the material data are rough typical values.

- **Permittivity.** Alumina grades lie roughly between 9 and 10, so 8.9 is just below the usual range. With $\varepsilon=9.8$ the edges move by $-419$ and $-222$ MHz.
- **Air clearance.** If a layer $g=20$ µm separates rod and plate, $D_z$ is common to both, and the mean field gives $\varepsilon_{\rm eff}=h/[(h-g)/\varepsilon+g]=3/(2.98/8.9+0.02)=8.455$. The full mode of a laterally uniform layered guide gives 8.485; fringing at the rod rim is left out of both. With the mean-field value the edges move by about $+230$ and $+110$ MHz.
- **Temperature.** A rise of 50 K, at $1.1\times10^{-4}$ per kelvin in $\varepsilon$, moves them by $-24$ and $-12$ MHz according to (6). Thermal expansion is left out of these figures; if copper plates fix the rod spacing, it adds roughly $-6$ and $-8$ MHz. If copper walls also fix the plate spacing, the clearance grows by about 1.4 µm, which by the mean-field formula above adds about $+16$ and $+7$ MHz. The net thermal shift therefore depends on how the structure is mounted.
- **Dielectric loss.** Putting $\delta\varepsilon=i\varepsilon\tan\delta$ in (6) gives $\delta\nu=-\tfrac i2\nu U\tan\delta$, hence $Q=\nu/(2|\mathrm{Im}\,\nu|)=1/(U\tan\delta)$. For $\tan\delta=2\times10^{-4}$ at the lower edge, $Q\approx5500$.
- **Wall loss.** The stored energy is $\tfrac12\mu_0h\int|\mathbf H|^2dA$ and the two plates absorb $R_s\int|\mathbf H|^2dA$, with $R_s=\omega\mu_0\delta_s/2$. So $Q=\omega\mu_0h/(2R_s)=h/\delta_s$. Smooth copper with skin depth $\delta_s=0.67$ µm gives about 4500.

Adding the reciprocals of the two $Q$ values gives a total of about 2500 and a linewidth of about 3.9 MHz, small beside the gap width of about 3600 MHz. Of the effects listed, the permittivity and the clearance matter most. Machining counts too: a rod radius 20 µm too large moves the edges by about $-50$ and $-60$ MHz. Against shifts of hundreds of megahertz, the 81-wave basis, which differs from the 1089-wave one by about 3 and 7 MHz at the two edges, is adequate.

Silicon has a permittivity of about 12 near 1550 nm. For silicon rods with an assumed $\varepsilon=12.1$, the same $R/a$ gives a gap from 0.2796 to 0.4164. Since $a/\lambda=\nu$, centring it at 1550 nm needs $a=1550\times0.3480=539$ nm and $R=108$ nm. Here the model is a starting point for design. A silicon rod layer of finite height without plates confines light differently and can radiate out of the plane, and the resulting shift is not estimated here.

The numerical output below also lists the four lowest band frequencies at $\Gamma$, $X$, $M$ and one interior point of the zone.

## Computed results

```
rod permittivity 8.9, radius 0.2 a, filling fraction 0.1257
eps matrix, 289 waves: eigenvalues 1.0000 to 8.9000
M_cut  4,   81 waves: edges 0.322505 0.442765; with 1/eps 0.345492 0.463484
M_cut  8,  289 waves: edges 0.322410 0.442550; with 1/eps 0.332953 0.454097
M_cut 16, 1089 waves: edges 0.322397 0.442523; with 1/eps 0.327653 0.448459
error order in nu^2, eps expansion (lower, upper edge): 2.88 2.97
error order in nu^2, 1/eps expansion (lower, upper edge): 1.28 0.76
edge shift from M_cut 8 to 16: 1.3e-05 2.7e-05
bands at X, plane waves: 0.2747 0.4425 0.6360 0.7723
bands at X, real-space grid: 0.2747 0.4426 0.6360 0.7722
bands at M, plane waves: 0.3224 0.5489 0.5489 0.6936
bands at M, real-space grid: 0.3224 0.5489 0.5489 0.6936
bands at (0.3,0.1), plane waves: 0.2112 0.4982 0.6202 0.7103
bands at (0.3,0.1), real-space grid: 0.2112 0.4983 0.6202 0.7103
bands at Gamma, plane waves: 0.0000 0.5823 0.6279 0.6279
zone scan, 153 points: band 1 top at k=(0.5, 0.5), band 2 bottom at k=(0.5, 0.0)
TM gap: nu = 0.3224 to 0.4425, middle 0.3825, width/middle 31.4 %
long-wave index 1.4117, sqrt(mean eps) 1.4116
lower edge: energy share in rods U = 0.9161, dnu/deps = -0.01659
upper edge: energy share in rods U = 0.3301, dnu/deps = -0.00821
mid-gap k_x = 0.5000 + 0.1343 i (2 pi/a); grid 0.5000 + 0.1343 i
mid-gap attenuation along Gamma-X: 7.33 dB per row
example: a = 10 mm, r = 2 mm, plate spacing 3 mm, c/a = 29.9792 GHz
gap: 9.665 to 13.267 GHz, middle 11.466 GHz
modes varying along rods: bound 16.75 GHz, computed onset 23.6 GHz (M_cut 4 to 7 shift 0.04 GHz)
air clearance 20 um: effective eps 8.455, layered guide 8.485
air clearance, eps 8.455: edges move +229 and +109 MHz
higher alumina grade, eps 9.800: edges move -419 and -222 MHz
warming 50 K at 1.1e-04 per K: edges move -24.3 and -12.0 MHz
loss tangent 2e-04: dielectric Q at lower edge 5458
copper 5.8e+07 S/m: skin depth 0.672 um, wall Q 4463
total Q at lower edge 2455, linewidth 3.94 MHz
silicon rods, eps 12.1: gap nu = 0.2796 to 0.4164
silicon period for mid-gap at 1550 nm: 539 nm, rod radius 108 nm
```
